# When a single-site defect binds an electron on a simple-cubic lattice: test program

```python
"""Simple-cubic tight-binding band with one shifted site.
Result under test: the band-edge Green function is G(-6t) = -0.2527/t, so a
site shifted by U binds an electron only if |U| > Uc = 1/|G(-6t)| = 3.957 t.
Symbols: t hopping, a lattice constant, U site shift, delta depth of the bound
level below the band, g = |G| t, lam = defect hopping / host hopping,
t2 second-neighbour hopping, kappa decay constant of the bound state.
Model quantities are in units of t and a until the worked example."""
import numpy as np
import scipy.sparse as sp
from math import factorial, pi, sqrt, acosh, exp, log
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import i0e


def green(delta):
    """|G| at depth delta below the band, by the Bessel integral (tau = x^2)."""
    return quad(lambda x: 2*x*exp(-delta*x*x)*i0e(2*x*x)**3, 0, np.inf,
                epsabs=1e-11, epsrel=1e-10, limit=500)[0]


def norm_integral(delta):
    """Band average of 1/(E - E(k))^2 at depth delta."""
    return quad(lambda x: 2*x**3*exp(-delta*x*x)*i0e(2*x*x)**3, 0, np.inf,
                epsabs=1e-10, epsrel=1e-9, limit=500)[0]


def depth(u, lam=1.0):
    """Depth of the level bound by an attractive shift of size u."""
    def mismatch(d):
        energy = -6 - d
        return energy + u - lam**2*(energy + 1/green(d))
    return brentq(mismatch, 1e-9, 30, xtol=1e-12)


def closed_walks(n):
    """Number of closed walks of 2n steps, from the multinomial sum."""
    return sum(factorial(2*n)//(factorial(i)*factorial(j)*factorial(n-i-j))**2
               for i in range(n+1) for j in range(n+1-i))


def grid_edge_green(t1, t2):
    """|G| at the band bottom from midpoint k-grids, 1/N error removed."""
    def mean_inverse(half):
        c = np.cos((np.arange(half) + 0.5)*pi/half)
        x, y, z = c[:, None, None], c[None, :, None], c[None, None, :]
        above = 2*t1*(3-x-y-z) + 4*t2*(3-x*y-y*z-z*x)
        return np.mean(1/above)
    return 2*mean_inverse(80) - mean_inverse(40)


def crystal_state(size, shift, lam=1.0, which="SA"):
    """Extreme eigenpair of a periodic crystal with the defect at site 0."""
    ring = sp.diags([1., 1., 1., 1.], [1, -1, size-1, 1-size],
                    shape=(size, size))
    one = sp.identity(size)
    host = -(sp.kron(sp.kron(ring, one), one) + sp.kron(sp.kron(one, ring), one)
             + sp.kron(sp.kron(one, one), ring))
    scale = np.ones(size**3)
    scale[0] = lam
    site = np.zeros(size**3)
    site[0] = shift
    ham = (sp.diags(scale) @ host @ sp.diags(scale) + sp.diags(site)).tocsr()
    start = np.random.default_rng(1).random(size**3)
    val, vec = eigsh(ham, k=1, which=which, v0=start, ncv=40, tol=1e-9,
                     maxiter=3000)
    return val[0], vec[:, 0]


# Closed-walk counts against explicit propagation on a lattice
amount = np.zeros((13, 13, 13), dtype=np.int64)
amount[0, 0, 0] = 1
for step in range(1, 11):
    amount = sum(np.roll(amount, s, axis=ax) for ax in range(3) for s in (1, -1))
    if step % 2 == 0:
        assert amount[0, 0, 0] == closed_walks(step//2)

# Return probabilities, their large-n form and the completed sum
prob = [closed_walks(n)/36**n for n in range(41)]
tail_amp = 2*(3/(4*pi))**1.5
assert abs((prob[40]*40**1.5/tail_amp - 1)*40 + 3/8) < 0.01


def walk_sum(last):
    mid = last + 0.5
    return sum(prob[:last+1]), tail_amp*(2/sqrt(mid) - 0.25/mid**1.5)


g_edge = green(0.0)
u_crit = 1/g_edge
body5, tail5 = walk_sum(5)
body20, tail20 = walk_sum(20)
assert abs(body5 + tail5 - 6*g_edge) < 1e-4
assert abs(body20 + tail20 - 6*g_edge) < 5e-6
assert abs(grid_edge_green(1.0, 0.0) - g_edge) < 1e-5
assert abs(u_crit - 3.96) < 0.005

# Square-root edge law and divergence of the norm at threshold
small = 1e-4
assert abs((g_edge - green(small))/sqrt(small)*4*pi - 1) < 0.01
assert abs(norm_integral(small)*8*pi*sqrt(small) - 1) < 0.02

# Shift of the lowest level in crystals of two sizes, below and above threshold
shifts = {}
state = None
for u in (3.5, 4.5):
    for size in (12, 24):
        energy, vector = crystal_state(size, -u)
        shifts[u, size] = -6 - energy
        if (u, size) == (4.5, 24):
            state = vector
assert shifts[3.5, 24]/shifts[3.5, 12] < 0.2
assert shifts[4.5, 24]/shifts[4.5, 12] > 0.9

# Depth, on-site weight and decay of the bound state against diagonalization
u_bind = 4.5
d_bind = depth(u_bind)
weight = 1/(u_bind**2*norm_integral(d_bind))
kappa = acosh(1 + d_bind/2)
density = state**2
assert abs(shifts[4.5, 24]/d_bind - 1) < 2e-3
assert abs(density[0]/weight - 1) < 5e-3
plane = np.abs(state.reshape(24, 24, 24).sum(axis=(1, 2)))
assert abs(log(plane[1]/plane[2])/kappa - 1) < 5e-3
top_energy, _ = crystal_state(16, 5.5, which="LA")
assert abs((top_energy - 6)/depth(5.5) - 1) < 2e-3
mod_energy, _ = crystal_state(20, -4.5, lam=1.1)
assert abs((-6 - mod_energy)/depth(4.5, 1.1) - 1) < 2e-3

# Worked example: energies in eV, lengths in nm
t_ev, a_nm = 1.0, 0.41
weak_ev, strong_ev = 2.0, u_bind*t_ev
eps_el, eps_st = 4.0, 20.0
coul = const.e/(4*pi*const.epsilon_0)*1e9      # e^2/(4 pi eps0), eV nm
mass = const.hbar**2/(2*t_ev*const.e*(a_nm*1e-9)**2)/const.m_e
bind_ev = d_bind*t_ev
thermal = const.k*300/const.e


def changed_threshold(lam):
    return 6 - lam**2*(6 - u_crit)


t2_ev = 0.1
t1_ev = t_ev - 4*t2_ev                         # keeps the band-edge mass
threshold_t2 = 1/grid_edge_green(t1_ev, t2_ev)
cz = np.cos(np.linspace(0, pi, 31))
cx, cy, cw = np.meshgrid(cz, cz, cz, indexing="ij")
width_t2 = np.max(2*t1_ev*(3-cx-cy-cw) + 4*t2_ev*(3-cx*cy-cy*cw-cw*cx))
# the second-neighbour band must keep the same curvature at its bottom
q = 1e-3
curv = (2*t1_ev*(1-np.cos(q)) + 8*t2_ev*(1-np.cos(q)))/q**2
assert abs(curv/t_ev - 1) < 1e-5

# Hydrogenic level of a singly charged defect, against a radial grid solution
hyd_ev = (coul/eps_st)**2/(4*t_ev*a_nm**2)
bohr_nm = 2*t_ev*a_nm**2*eps_st/coul
h = 20*bohr_nm/4000
r = h*np.arange(1, 4000)
kin = t_ev*a_nm**2/h**2
lowest = eigh_tridiagonal(2*kin - coul/(eps_st*r), -kin*np.ones(len(r)-1),
                          select="i", select_range=(0, 0), eigvals_only=True)[0]
assert abs(-lowest/hyd_ev - 1) < 1e-3

# Coulomb self-interaction of the bound density; a site is a uniform sphere
sphere_mean = 2*dblquad(lambda s, rr: 9*rr*s*s, 0, 1, 0, lambda rr: rr)[0]
assert abs(sphere_mean - 6/5) < 1e-8
sphere_radius = (3/(4*pi))**(1/3)
dist = np.minimum(np.arange(48), 48 - np.arange(48))**2.0
sep = np.sqrt(dist[:, None, None] + dist[None, :, None] + dist[None, None, :])
sep[0, 0, 0] = 1.0
inverse = 1/sep
inverse[0, 0, 0] = sphere_mean/sphere_radius
cloud = np.zeros((48, 48, 48))
cloud[:24, :24, :24] = np.fft.fftshift(density.reshape(24, 24, 24))
potential = np.fft.ifftn(np.fft.fftn(cloud)*np.fft.fftn(inverse)).real
self_sum = np.sum(cloud*potential)
relax_ev = 0.5*(1/eps_el - 1/eps_st)*coul/a_nm*self_sum
repel_ev = coul/(eps_el*a_nm)*self_sum

# Tunnelling exponent through a triangular barrier, 1 MV/cm = 0.1 V/nm
field = 0.1
tunnel = 4*bind_ev**1.5/(3*a_nm*sqrt(t_ev)*field)
direct = quad(lambda x: 2*sqrt(max(bind_ev - field*x, 0)/t_ev)/a_nm,
              0, bind_ev/field)[0]
assert abs(direct/tunnel - 1) < 1e-5

print("Closed walks and return probabilities (pure numbers)")
for n in range(6):
    print(f"  2n={2*n:2d}  walks={closed_walks(n):8d}  p={prob[n]:.7f}")
print(f"Tail amplitude 2(3/4pi)^1.5 = {tail_amp:.6f} (pure number)")
print(f"N=5:  sum {body5:.6f} + tail {tail5:.6f} = {body5+tail5:.6f}")
print(f"N=20: sum {body20:.6f} + tail {tail20:.6f} = {body20+tail20:.6f}")
print(f"Same sum from Bessel quadrature = {6*g_edge:.6f}")
print(f"Edge Green function |G(-6t)| = {g_edge:.6f} /t")
print(f"Edge |G| from k-grid = {grid_edge_green(1.0, 0.0):.6f} /t")
print(f"Threshold from N=5 sum = {6/(body5+tail5):.4f} t")
print(f"Threshold Uc = {u_crit:.5f} t")
print("Bound level: |U|/t, depth/t, edge-law depth/t, on-site weight")
for u in (4.0, 4.5, 5.0, 6.0):
    d = depth(u)
    law = 16*pi**2*(g_edge - 1/u)**2
    print(f"  {u:.1f}  {d:.5f}  {law:.5f}  {1/(u*u*norm_integral(d)):.4f}")
print("Lowest-level shift below -6t in periodic crystals, units of t")
for u in (3.5, 4.5):
    print(f"  |U|={u} t: L=12 {shifts[u,12]:.5f}, L=24 {shifts[u,24]:.5f}")
print(f"Example: t = {t_ev:.2f} eV, a = {a_nm:.2f} nm, mass = {mass:.3f} m_e")
print(f"Band width 12t = {12*t_ev:.1f} eV")
print(f"Threshold = {u_crit*t_ev:.3f} eV")
print(f"Weak shift {weak_ev:.1f} eV: |U|/Uc = {weak_ev/(u_crit*t_ev):.3f}")
print(f"Strong shift {strong_ev:.1f} eV: |U|/Uc = {u_bind/u_crit:.3f}")
print(f"Depth of its level = {bind_ev:.4f} eV")
print(f"On-site weight = {weight:.4f} (pure number)")
print(f"kappa a = {kappa:.4f}, decay length = {a_nm/kappa:.3f} nm")
for lam in (0.9, 1.1):
    print(f"Threshold, defect hopping x{lam}: {changed_threshold(lam)*t_ev:.3f} eV")
print(f"Depth at 4.5 eV, defect hopping x1.1: {depth(4.5, 1.1)*t_ev:.4f} eV")
print(f"Same mass, t = {t1_ev:.1f} eV, t2 = {t2_ev:.1f} eV:")
print(f"  band width {width_t2:.2f} eV, threshold {threshold_t2:.3f} eV")
print(f"Permittivities: electronic {eps_el:.0f}, static {eps_st:.0f}")
print(f"Charged defect: level {hyd_ev*1000:.2f} meV, radius {bohr_nm:.2f} nm")
print(f"Density self-interaction sum = {self_sum:.4f} /a")
print(f"Lattice polarization energy = {relax_ev:.3f} eV")
print(f"Repulsion of a second electron = {repel_ev:.3f} eV")
print(f"kT at 300 K = {thermal:.5f} eV, depth/kT = {bind_ev/thermal:.2f}")
print(f"Tunnelling exponent at 1 MV/cm = {tunnel:.2f} (pure number)")
print(f"Barrier width at 1 MV/cm = {bind_ev/field:.2f} nm")
print("PASS")
```

Running it gives:

```
Closed walks and return probabilities (pure numbers)
  2n= 0  walks=       1  p=1.0000000
  2n= 2  walks=       6  p=0.1666667
  2n= 4  walks=      90  p=0.0694444
  2n= 6  walks=    1860  p=0.0398663
  2n= 8  walks=   44730  p=0.0266311
  2n=10  walks= 1172556  p=0.0193919
Tail amplitude 2(3/4pi)^1.5 = 0.233291 (pure number)
N=5:  sum 1.322000 + tail 0.194429 = 1.516430
N=20: sum 1.413966 + tail 0.102422 = 1.516388
Same sum from Bessel quadrature = 1.516386
Edge Green function |G(-6t)| = 0.252731 /t
Edge |G| from k-grid = 0.252731 /t
Threshold from N=5 sum = 3.9567 t
Threshold Uc = 3.95678 t
Bound level: |U|/t, depth/t, edge-law depth/t, on-site weight
  4.0  0.00117  0.00118  0.0531
  4.5  0.13611  0.14698  0.4315
  5.0  0.40079  0.43909  0.6086
  6.0  1.10392  1.16968  0.7730
Lowest-level shift below -6t in periodic crystals, units of t
  |U|=3.5 t: L=12 0.01087, L=24 0.00169
  |U|=4.5 t: L=12 0.14113, L=24 0.13614
Example: t = 1.00 eV, a = 0.41 nm, mass = 0.227 m_e
Band width 12t = 12.0 eV
Threshold = 3.957 eV
Weak shift 2.0 eV: |U|/Uc = 0.505
Strong shift 4.5 eV: |U|/Uc = 1.137
Depth of its level = 0.1361 eV
On-site weight = 0.4315 (pure number)
kappa a = 0.3669, decay length = 1.118 nm
Threshold, defect hopping x0.9: 4.345 eV
Threshold, defect hopping x1.1: 3.528 eV
Depth at 4.5 eV, defect hopping x1.1: 0.2906 eV
Same mass, t = 0.6 eV, t2 = 0.1 eV:
  band width 7.20 eV, threshold 3.520 eV
Permittivities: electronic 4, static 20
Charged defect: level 7.71 meV, radius 4.67 nm
Density self-interaction sum = 0.8287 /a
Lattice polarization energy = 0.291 eV
Repulsion of a second electron = 0.728 eV
kT at 300 K = 0.02585 eV, depth/kT = 5.27
Tunnelling exponent at 1 MV/cm = 1.63 (pure number)
Barrier width at 1 MV/cm = 1.36 nm
PASS
```
